# The Two-Fifths Law for a Retracting Film Edge Before Pinch-Off

## The situation

A thin solid film on a substrate that it does not fully wet can lower its surface energy by drawing back and becoming thicker. Well below the melting point it does so by the diffusion of atoms along its surface. At a straight edge the displaced material collects in a raised rim, which the edge pushes ahead of itself. As the rim grows its curvature gradients weaken, so the retraction slows. How does the distance $L$ grow with time $t$?

Take a film of thickness $h_0$ filling $x>0$ at $t=0$, uniform along the edge, on a flat and inert substrate. The edge moves to the right and stands at $x=L(t)$, with speed $v=dL/dt$. The surface energy $\gamma$ and surface diffusivity $D_s$ are isotropic, the contact angle $\theta$ is constant, and there is no evaporation or bulk diffusion. The result will be

$$L=\left(\tfrac52Bt\right)^{2/5}\left(\frac{a}{h_0}\right)^{3/5},\qquad L\gg h_0/\theta ,$$

where $B$ measures surface diffusion and $a(\theta)$ is a number that tends to $\theta$ (in radians) at small angles. "Late" has an upper limit too: a valley behind the rim eventually reaches the substrate and cuts the film.

## Surface diffusion

Let $\kappa$ be the surface curvature, positive on a convex solid. The chemical potential of a surface atom of volume $\Omega$ is then $\gamma\Omega\kappa$ above its value on a flat surface. With $\Omega^{-2/3}$ mobile atoms per unit area, the drift along arclength $s$ carries a volume per unit time and unit edge length

$$J=-\Omega\,\frac{D_s\Omega^{-2/3}}{kT}\,\frac{\partial(\gamma\Omega\kappa)}{\partial s}=-B\kappa_s,\qquad B=\frac{D_s\gamma\Omega^{4/3}}{kT}.$$

Start with small slopes. For a height $y(x,t)$, $\kappa=-y_{xx}$ and $s\approx x$, so $J=By_{xxx}$. Conservation, $y_t+J_x=0$, gives

$$y_t=-By_{xxxx}.$$

At the contact line $y=0$ and $y_x=\theta$. No matter passes onto the bare substrate, so $y_{xxx}=0$ there. Far away $y\to h_0$.

## Volume conservation

The material removed from $0<x<L$ must appear as excess height. To verify this, differentiate the excess area, including the moving lower limit:

$$\frac{d}{dt}\int_L^\infty(y-h_0)\,dx=-v(0-h_0)+\int_L^\infty y_t\,dx=vh_0-[J]_L^\infty=vh_0 .$$

The flux vanishes at both ends. Since the excess is zero when $L=0$,

$$\int_L^\infty(y-h_0)\,dx=h_0L. \tag{1}$$

If the initial edge is not vertical, $L$ is measured from the vertical edge of equal volume, and (1) still holds.

## How fast can a rim travel?

Use the distance from the contact line, $\xi=x-L(t)$, and write $y=Y(\xi,t)$. The chain rule turns $y_t$ into $Y_t-vY'$, where primes denote $\partial/\partial\xi$:

$$Y_t-vY'=-BY''''.$$

Integrate from $0$ to $\xi$, using $Y(0)=Y'''(0)=0$:

$$BY'''=vY-\int_0^\xi Y_t\,d\xi'. \tag{2}$$

The left side is the surface flux. The first term on the right is the flux needed to carry the profile along without change of shape. The last term is storage: the rim also grows. By (1) the rim area grows at the rate $vh_0$, so the storage term is of order $vh_0$, while the first is of order $v$ times the rim height. For a rim much taller than the film,

$$BY'''=vY. \tag{3}$$

The local height $Y$ matters here. Had $vh_0$ been taken as the flux through the rim, the exponent would have come out as $1/2$: a rim of length $1/q$ and height $\theta/q$ has $BY'''\sim B\theta q^2$, and (1) gives $q^2\sim\theta/(h_0L)$, so that $v\propto1/L$. But $vh_0$ is only the rate at which the rim gains material. Moving the whole rim requires a larger flux.

## The rim profile

Put $q=(v/B)^{1/3}$ and try $Y=e^{k\xi}$ in (3). Then $k^3=q^3$, with roots $k=q$ and $k=q(-\tfrac12\pm\tfrac{\sqrt3}{2}i)$. The first grows into the film and is excluded. The other two give

$$Y=e^{-q\xi/2}\left[c_1\cos\frac{\sqrt3q\xi}{2}+c_2\sin\frac{\sqrt3q\xi}{2}\right].$$

The condition $Y(0)=0$ gives $c_1=0$. The slope condition $Y'(0)=\tfrac{\sqrt3}{2}qc_2=\theta$ gives $c_2=2\theta/(\sqrt3q)$. Hence, with $z=q\xi$,

$$Y=\frac{\theta}{q}F(z),\qquad F(z)=\frac{2}{\sqrt3}e^{-z/2}\sin\frac{\sqrt3z}{2}. \tag{4}$$

The no-flux condition holds as well, because $Y'''(0)=q^3Y(0)=0$. The profile tends to zero rather than to $h_0$; at this order the difference is negligible beside the rim height $\sim\theta/q$.

The area follows from $\int_0^\infty e^{-\alpha z}\sin\beta z\,dz=\beta/(\alpha^2+\beta^2)$. With $\alpha=\tfrac12$ and $\beta=\tfrac{\sqrt3}{2}$ the denominator is 1, so

$$\int_0^\infty F\,dz=\frac{2}{\sqrt3}\cdot\frac{\sqrt3}{2}=1,\qquad \int_0^\infty Y\,d\xi=\frac{\theta}{q^2}.$$

## The power law

Volume conservation now fixes $q$, and $q$ fixes the speed:

$$\frac{\theta}{q^2}=h_0L,\qquad v=Bq^3=B\left(\frac{\theta}{h_0L}\right)^{3/2}.$$

Separate variables and integrate, neglecting the short initial transient:

$$\int_0^LL'^{3/2}dL'=\frac25L^{5/2}=B\left(\frac{\theta}{h_0}\right)^{3/2}t,$$

$$L=\left(\tfrac52Bt\right)^{2/5}\left(\frac{\theta}{h_0}\right)^{3/5}. \tag{5}$$

The exponent combines two facts. The rim size $1/q$ grows as $L^{1/2}$, because an area is being filled, and the speed falls as the inverse cube of that size.

The approximation is consistent. The ratio of film thickness to rim height is of order $h_0q/\theta=(h_0/\theta L)^{1/2}$, which tends to zero. It does so slowly, as $t^{-1/5}$.

## Larger contact angles

The exponent does not rest on small slopes. Let $\phi$ be the angle of the surface to the substrate, so $y_s=\sin\phi$ and $\kappa=-\phi_s$. A profile translating to the right at speed $v$ has velocity $-v\sin\phi$ along its outward normal. Conservation sets this equal to $-J_s$, so $J_s=v\sin\phi=vy_s$. With $J=0$ at $y=0$, this integrates to $J=vy$, or

$$B\phi_{ss}=vy.$$

Measured in units of $1/q$, lengths obey

$$y_s=\sin\phi,\qquad \phi_s=K,\qquad K_s=y,$$

with $y=0$, $\phi=\theta$ at the contact line and decay far away. Neither $B$ nor $v$ remains, so the rim area must be $a(\theta)/q^2$. Repeating the last section with $a$ in place of $\theta$ gives the law stated at the start.

Far from the edge $\sin\phi\approx\phi$, and the sum $y+\phi+K$ then equals its own derivative: it is the growing mode. Setting it to zero at $s=25$ and solving the boundary-value problem by collocation gives:

| $\theta$ | $a$ |
|---|---|
| 10° | 0.174 |
| 30° | 0.511 |
| 60° | 0.950 |
| 90° | 1.269 |
| 120° | 1.454 |

At fixed $B$, $h_0$ and $t$, going from 30° to 120° raises the leading-order $L$ by a factor $(1.454/0.511)^{3/5}\approx1.9$. This compares leading terms only. At finite times the corrections discussed below also depend on the angle and can change the ratio noticeably.

## How late is late?

The slow decay of the error makes the next term worth finding. At small slope, measure height in $h_0$, length in $h_0/\theta$ and time in $(h_0/\theta)^4/B$. The scaled retraction is $\Lambda=\theta L/h_0$. From here to the end of this section $t,v,q,\xi$ are scaled too, so $v=q^3$. The excess height $u=Y-1$ obeys

$$u_t-vu'=-u'''',\quad u(0)=-1,\quad u'(0)=1,\quad u'''(0)=0,\quad \int_0^\infty u\,d\xi=\Lambda .$$

Write $u=F(z)/q+G(z)+\dots$ for small $q$. At leading order $q=\Lambda^{-1/2}$, hence $\dot q=-\tfrac12\Lambda^{-3/2}v=-\tfrac12q^6$, and

$$\partial_t\frac{F(q\xi)}{q}=\frac{\dot q}{q^2}(zF'-F)=\tfrac12q^4(F-zF').$$

The terms of order $q^3$ give $F''''=F'$, which is satisfied. Those of order $q^4$ give

$$G''''-G'=-\tfrac12(F-zF'),\qquad G(0)=-1,\quad G'(0)=G'''(0)=0 .$$

Only the area $g=\int_0^\infty G\,dz$ is needed, and two integrals supply it. Both use the Laplace transform

$$\hat F(p)=\int_0^\infty e^{-pz}F\,dz=\frac{1}{p^2+p+1}.$$

First multiply the equation by $e^{-z}$ and integrate by parts. On the left the integrals of $e^{-z}G$ cancel, leaving $-G'''(0)-G''(0)-G'(0)=-G''(0)$. On the right, $\int e^{-z}F\,dz=\hat F(1)=\tfrac13$, and

$$\int_0^\infty e^{-z}zF'dz=-\int_0^\infty(1-z)e^{-z}F\,dz=-\hat F(1)-\hat F'(1)=-\tfrac13+\tfrac13=0 .$$

Thus $-G''(0)=-\tfrac16$, or $G''(0)=\tfrac16$.

Next multiply by $z$ and integrate. The left side becomes $G''(0)+g$. Since $\int z^2F'dz=-2\int zF\,dz$ and $\int zF\,dz=-\hat F'(0)=1$, the right side is $-\tfrac12(1+2)=-\tfrac32$. Therefore

$$g=-\tfrac32-\tfrac16=-\tfrac53,\qquad \Lambda=\frac1{q^2}-\frac{5}{3q}+\dots$$

Completing the square gives $1/q=\sqrt\Lambda+\tfrac56+\dots$. Since $dt/d\Lambda=1/v=q^{-3}=\Lambda^{3/2}+\tfrac52\Lambda+\dots$,

$$t=\tfrac25\Lambda^{5/2}+\tfrac54\Lambda^2+\dots$$

The local exponent is $n=d\ln L/d\ln t=tv/\Lambda$:

$$n=\left(\tfrac25+\frac{5}{4\sqrt\Lambda}\right)\left(1-\frac{5}{2\sqrt\Lambda}\right)+\dots=\tfrac25+\frac{1}{4\sqrt\Lambda}+\dots \tag{6}$$

At equal times, law (5) exceeds the true retraction by a fraction $5/(4\sqrt\Lambda)$ to this order. The relative error of the exponent, $5/(8\sqrt\Lambda)$, is half as large.

The moving-edge equation can also be solved without assuming a rim shape or a power law. An implicit finite-volume calculation was started from a wedge of the equilibrium slope joined to a flat film. At $\Lambda=2225$ it gives $n=0.4056$, against $0.4053$ from (6). The offset $1/q-\sqrt\Lambda$, extrapolated in mesh size, is $0.854$; its limit is $5/6\approx0.833$. This $\Lambda$ lies beyond the break-up found next. The small-slope equation can be continued there formally, with negative heights, which tests the asymptotics but describes no real film.

## Where the law ends

The profile (4) oscillates. Setting $F'=0$ gives $\tan(\sqrt3z/2)=\sqrt3$. The first solution, $\sqrt3z/2=\pi/3$, is the crest, with $F=e^{-\pi/(3\sqrt3)}=0.546$. The next, $\sqrt3z/2=4\pi/3$, is a valley with

$$F=-e^{-4\pi/(3\sqrt3)}=-0.0891 .$$

Crest and valley scale together: as the rim grows, the valley behind it deepens. As the expansion above shows, $\theta F/q$ is the leading part of the excess over $h_0$. If the next term, which is itself of order $h_0$, is left out for a rough estimate, the valley reaches the substrate when $0.0891\,\theta/q=h_0$. Since $1/q^2=h_0L/\theta$ (unscaled again), the leading estimate is

$$L_{\rm p}\approx\frac{1}{0.0891^2}\frac{h_0}{\theta}\approx126\,\frac{h_0}{\theta}.$$

The numerical small-slope evolution places pinch-off later, at $178\,h_0/\theta$, where the local exponent is $0.422$. An unbroken film thus comes close to $2/5$ but does not reach it. Beyond this point a strip separates, a new edge forms, and (5) no longer describes the retraction.

## Worked example: a lead film

Take 50 nm of Pb at 500 K, about 100 K below melting, with $\theta=30°$, $\gamma=0.6$ J/m² and $D_s=10^{-9}$ m²/s. The material values are rough. The angle is an assumption: it implies a work of adhesion $\gamma(1+\cos\theta)\approx1.1$ J/m², 93% of $2\gamma$, so the substrate must bind lead strongly. On a weakly binding substrate $\theta$ is larger. A face-centred cubic lattice parameter of 0.495 nm gives $\Omega=0.495^3/4=0.0303$ nm³, and

$$B=\frac{(10^{-9})(0.6)(3.03\times10^{-29})^{4/3}}{6.90\times10^{-21}}\ \mathrm{m^4/s}=8.2\times10^8\ \mathrm{nm^4/s}.$$

For $t=1000$ s and $a=0.511$ the leading law gives

$$L=(2.05\times10^{12})^{2/5}\left(\frac{0.511}{50}\right)^{3/5}\mathrm{nm}\approx(8.4\times10^4)(0.064)\ \mathrm{nm}\approx5.4\ \mu\mathrm m .$$

The same finite-volume calculation, now with the full curvature at 30°, gives the third and fourth columns:

| $t$ (s) | law (µm) | evolution (µm) | local $n$ |
|---|---|---|---|
| 10 | 0.85 | 0.43 | 0.61 |
| 100 | 2.14 | 1.50 | 0.49 |
| 1000 | 5.38 | 4.40 | 0.45 |

Halving the mesh spacing changes these evolved distances by less than 0.2%.

At 10 s the length unit $h_0/\tan\theta=86.6$ nm gives $\Lambda\approx5$. The expansion parameter $1/\sqrt\Lambda\approx0.45$ is not small, and the law is too large by a factor of two. At 1000 s, $\Lambda\approx51$ and the excess is 22%. The small-slope correction, used at 30° only as a guide, suggests $5/(4\sqrt{51})\approx18\%$ and $n\approx0.435$. The rim is then 218 nm high, a little over four times the film thickness.

Pinch-off comes at about $2.3\times10^4$ s, or 6.4 hours, with $L\approx17$ µm. Scaling the 1000 s value gives $5.38\times23^{2/5}\approx18.9$ µm from the law at that time, about 10% too large.

## The model beside a real film

The largest uncertainty sized here is $D_s$: a tenfold error changes the leading-order $L$ by $10^{2/5}\approx2.5$. Isotropy is an assumption that a crystal breaks. A fourfold variation of $\gamma$ by 1% alters the surface stiffness $\gamma+\gamma''$ by up to 15%, because two derivatives of $\cos4\phi$ bring a factor 16; applied to $B$ as a whole, this would move $L$ by about 6%. That overstates the effect here, because the stiffness varies along the rim. The travelling rim at 30°, solved with $\gamma\propto1\pm0.01\cos4\phi$, changes the leading-order $L$ by about 2% with the contact angle held fixed, and by about 1% when the angle is allowed to shift as well. Facets are a stronger departure, which this estimate does not cover. Lead crystals near 500 K do carry {111} facets, so the example is an isotropic idealisation of lead. Grain boundaries, fingering of the edge and surface oxide are also left out and could change the course of dewetting.

Other neglected effects are small for these numbers:

- With a rough lattice diffusivity of $8\times10^{-16}$ m²/s, transport through the 218 nm rim is about $6\times10^{-4}$ of that along a surface layer one atom thick.
- An assumed vapour pressure of $10^{-8}$ Pa removes about 0.0025 nm in 1000 s.
- A film stress $\sigma=10$ MPa, equal in both in-plane directions, with a biaxial modulus $M=30$ GPa stores an energy density $\sigma^2/M$. At 1000 s this is about 0.8% of the capillary energy density $\gamma\kappa$ at the contact line, where the rim is most strongly curved. At the valley the curvature is about thirteen times smaller, and the same ratio is about 11%, rising to about 18% at pinch-off. Stress is therefore shown to be small at the edge, but not for the break-up.
- A monolayer left on the bared substrate would hold 0.6% of the film's material.
